Classical Nonadiabatic Trap-to-Trap Hopping Rate from Landau-Zener Passages, part 2

An electron hops from localized trap 1 to trap 2 through a weak, constant electronic coupling V. The lattice coordinate x is a pure number, measured in units of the displacement between the two minima. The energy curves are U₁ = λx² and U₂ = λ(x−1)² + ΔE, with reorganization energy λ and gap G = U₂ − U₁ = λ+ΔE−2λx. They cross at x_c = (λ+ΔE)/(2λ), at the barrier energy E_B = λx_c². The lattice has angular frequency ω and effective mass M = 2λ/ω². For a classical lattice at temperature T the rate is

k = (2π/ħ) V² (4πλΘ)^(−1/2) exp[−(λ+ΔE)²/(4λΘ)],  Θ = k_B T.  (1)

At speed |v| the gap changes at the rate s = 2λ|v|. With t = 0 at the crossing, the first-order hop amplitude is −iV/ħ times

∫ exp[±ist²/(2ħ)] dt = e^{±iπ/4} ∫ exp[−sτ²/(2ħ)] dτ = e^{±iπ/4} (2πħ/s)^{1/2}.  (12)

The weak-coupling hop probability per passage is therefore P = 2πV²/(ħs); the full Landau-Zener form is 1 − exp[−2πV²/(ħs)]. The numerical test of both used ħ = s = 1.

At the thermal speed v_T = (Θ/M)^{1/2}, P equals a = 2πV²/[ħω(2λΘ)^{1/2}]. Its mean over passages is a(π/2)^{1/2}. The two-way flux is Φ = (ω/π)exp(−E_B/Θ), and its product with this mean is (1). An orbit above the barrier passes x_c at a rate ω/π.

The linear gap requires, as a rough guide, ħω small compared with (2λΘ)^{1/2}Θ/(2E_B). For unequal curvatures,

k = ∑_c (2πV²/ħ) (λ/(πΘ))^{1/2} exp[−U₁(x_c)/Θ]/|G′(x_c)|,  (25)

where λ in the square root describes the initial curve. Also,

k_back/k = exp(ΔE/Θ),  (26)

−d(ln k)/dβ = E_B − Θ/2,  (27)

with β = 1/Θ. With u = |v|/v_T and b = 2a, slow passages reduce the rate by the relative loss

L = (2/π)^{1/2} b⁻¹ ∫₀^∞ u exp(−u²/2) [b/u − 1 + exp(−b/u)] du.  (29)

For |ΔE| < λ, immediate returns raise the coefficient of its leading logarithm at small b by a factor 3/2.

**Quantum lattice motion**

The golden rule treats V to the same order but keeps the lattice quantum mechanical. Let n and m label the vibrational levels in the two wells, with thermal weights p_n. Writing the energy delta function as a time integral gives

k_q = (2π/ħ)V² ∑ p_n |⟨n|m⟩|² δ(E_m−E_n) = (V²/ħ²) ∫ C(t) dt,  (33)

C(t) = ⟨exp(iH₁t/ħ) exp(−iH₂t/ħ)⟩,

where H₁ and H₂ are the lattice Hamiltonians and the average is thermal in well 1. The second well is a shifted copy of the first: H₂ = D H₁ D† + ΔE with D = exp[g(a₋† − a₋)], where a₋ is the lowering operator. The shift by one unit of x fixes g² = λ/(ħω) = S. Consequently C(t) = exp(−iΔEt/ħ)⟨D(t)D†⟩, with D(t) obtained from D by a₋ → a₋e^{−iωt}.

Write D(t) = e^A and D† = e^{−B}. The commutator [A,B] = 2iS sin ωt is a number, so e^A e^{−B} = e^{A−B} exp(−iS sin ωt). In a thermal oscillator state every linear combination of position and momentum has a Gaussian distribution, which gives ⟨e^{A−B}⟩ = exp[⟨(A−B)²⟩/2]. Here A−B = g(za₋† − z*a₋) with z = e^{iωt} − 1 and |z|² = 2(1−cos ωt). With the mean phonon number N,

C(t) = exp{−iΔEt/ħ − S[(2N+1)(1−cos ωt) + i sin ωt]}.  (34)

Now set t = ħτ and let ħω become small at fixed λ, ΔE and Θ. Then S sin ωt = λτ[1 − (ħωτ)²/6 + …]. Also 2N+1 = (2Θ/ħω)[1 + (ħω/Θ)²/12 + …], so that S(2N+1)(1−cos ωt) = λΘτ²[1 + terms of order (ħω)²]. The leading integral is

k_q → (V²/ħ)∫ exp[−i(λ+ΔE)τ − λΘτ²] dτ = (V²/ħ)(π/(λΘ))^{1/2} exp[−(λ+ΔE)²/(4λΘ)],  (35)

which is (1), and the relative corrections are of order (ħω)².

For a single undamped mode C(t) repeats itself after each period 2π/ω, apart from the phase factor exp(−iΔEt/ħ), and the spectrum consists of sharp lines. The time integral is therefore restricted to one period around t = 0. When ΔE is a multiple of ħω, as in the example below, this amounts to spreading each line over an energy ħω, as a crude substitute for the many modes of a solid.

Equation (35) also shows when passages may be added as probabilities. For |ΔE| < λ two paths lead from well 1 to the same outgoing motion in well 2. On one the electron hops at the outward passage. On the other it stays on U₁ up to the turning point x₁ > x_c, hops on the way back, climbs U₂ to the turning point x₂ < x_c and returns to the crossing. With p_j = [2M(E − U_j)]^{1/2} at total energy E, these two excursions collect the phase

φ = (2/ħ)[∫_{x_c}^{x₁} p₁ dx + ∫_{x₂}^{x_c} p₂ dx].  (36)

The two amplitudes have the form (12) with opposite signs of the 45° phase, and each of the two turning points adds a phase −π/2. Their sum has the squared magnitude 2P(1+sin φ) where the passages are well separated. On a given orbit φ is proportional to 1/(ħω). In the classical limit it varies through many cycles over the thermal range of energies, and sin φ averages out.

**An electron in a silicon nitride charge-trap layer**

Consider two equal traps 2.0 nm apart along a field of 1.0 MV/cm during a retention bake at 523 K. The downhill hop has

ΔE = −(0.1 V/nm)(2.0 nm)e = −0.200 eV.

The other parameters are illustrative choices, not measured values for such a layer: λ = 1.20 eV, ħω = 0.050 eV and V = 0.20 meV. With Θ = 0.04507 eV the crossing and the barrier are

x_c = (1.20−0.20)/2.40 = 0.4167,

E_B = (1.00 eV)²/(4.80 eV) = 0.2083 eV.

The Boltzmann factor is exp(−0.2083/0.04507) = 9.83×10⁻³, and ω = 7.596×10¹³ rad/s. The two-way flux is

Φ = (7.596×10¹³/π)(9.827×10⁻³) s⁻¹ = 2.376×10¹¹ s⁻¹.

The hop probability at the thermal speed is a = 1.528×10⁻⁵, and the mean over passages is 1.2533a = 1.916×10⁻⁵. Their product with the flux gives

k = (2.376×10¹¹ s⁻¹)(1.916×10⁻⁵) = 4.55×10⁶ s⁻¹,

or a mean waiting time of 0.22 μs. The same number follows from (1) as a prefactor of 4.63×10⁸ s⁻¹ times the Boltzmann factor. A numerical count of crossings on sampled orbits, with the sweep rate measured at each crossing, gives 4.5519×10⁶ s⁻¹ against 4.5518×10⁶ s⁻¹ from (1). The one-way flux would give 2.28×10⁶ s⁻¹.

At 300 K, with all other parameters held fixed, the rate is 1.93×10⁵ s⁻¹. The Arrhenius slope around 523 K, taken from the orbit count, is 0.1857 eV; equation (27) gives 0.1858 eV. The reverse hop has 0.0118 times the forward rate, in accord with (26).

**What the classical rate leaves out here**

The coupling is weak enough. With b = 2a the loss (29) is 1.4×10⁻⁴ of the rate, and the factor 3/2 for immediate returns leaves it near 2×10⁻⁴.

Thermal equilibrium must also be maintained. An orbit that passes the crossing at the thermal speed hops at a rate aω/π = 3.7×10⁸ s⁻¹. Lattice relaxation has to be faster than this, both to refill the active orbits of well 1 and to remove energy after a hop. If the vibrational energy relaxes within roughly a picosecond, the condition is met by more than three orders of magnitude.

The quantum motion of the lattice matters more. The condition for a linear gap in Part I asks for ħω small compared with (2λΘ)^{1/2}Θ/(2E_B), which is 0.036 eV at 523 K. The phonon energy of 0.050 eV does not meet it, so the classical rate has to be compared with the golden rule. For an artificially low phonon energy of 0.010 eV the golden-rule rate exceeds (1) by 0.75% at 523 K; for 0.005 eV the excess is 0.19%. The ratio of four confirms the quadratic law. At the actual 0.050 eV the golden-rule rate is 1.20 times the classical one at 523 K and 2.34 times at 300 K. For this phonon energy the classical formula is thus a fair estimate at the bake temperature and a poor one at room temperature. For ħω = 0.10 eV, the order of the Si–N stretching modes, the ratios become 1.95 and 14. The phase (36), for an orbit Θ above the crossing, is 0.93 rad. (The 1.190 rad in the output is the integral of |G|/ħ along the orbit on U₁ alone, which has the same order of magnitude but is not the interference phase.) The passages of such an orbit are therefore not independent events at this phonon energy, and the golden-rule ratio includes their interference together with nuclear tunnelling.

Unequal curvatures have a similar weight. Let the final curve be 10% softer, with the displacement, the initial curve and ΔE held fixed. Equation (25) then gives 1.58 times the rate. Most of this comes from the crossing, which moves to lower energy; the smaller slope of the gap adds about 6%.

**Comparison with a real layer**

Silicon nitride is amorphous, and its traps do not share one energy or one separation. A static Gaussian spread of ΔE with a standard deviation of 0.10 eV raises the mean rate at 523 K by a factor 1.41. This mean is weighted towards the fast pairs and is not the inverse of a mean waiting time.

The separation matters far more. For a trap depth E_t = 1.50 eV and an effective mass of 0.50 electron masses, the estimate V ≈ E_t exp(−κd), with κ = (2mE_t)^{1/2}/ħ, gives 0.21 meV at d = 2.0 nm. The prefactor depends on the model: two point-like traps in three dimensions give V ≈ 2E_t exp(−κd)/(κd) = 0.047 meV. Both estimates assume a barrier of constant height between the traps. If the traps are positively charged when empty, their Coulomb fields lower this barrier and raise V, by an amount that depends on the trap potential close to its centre. The chosen V therefore stands for traps without such a field, and the rate of a real pair can differ from the example by orders of magnitude. The ratio of 1.50 eV to 0.21 meV corresponds to κ = 4.4 nm⁻¹. An extra 0.1 nm then lowers V², and with it the rate, by a factor of about 2.4 at fixed ΔE. A trap density of roughly n = 10¹⁹ cm⁻³ corresponds to a length n^(−1/3) near 4.6 nm. The pair treated here is closer than this but not rare: for randomly placed traps the probability of a neighbour within d = 2.0 nm is 1 − exp(−4πnd³/3) ≈ 0.28. For a pair 4.6 nm apart V² would be smaller by about ten orders of magnitude, again at fixed ΔE.

For such distant pairs escape to the conduction band can become the faster process. The field lowers the Coulomb barrier of a trap that is positively charged when empty. The maximum of −e²/(4πε₀ε_r r) − eFr lies below the zero-field edge by

δ = 2[e³F/(4πε₀ε_r)]^{1/2},  (37)

which is 0.38 eV for an optical permittivity ε_r = 4.0. With an attempt frequency of 10¹³ s⁻¹ the emission rate is 10¹³ exp[−(E_t−δ)/Θ] s⁻¹ = 1.6×10² s⁻¹. For λ = 1.20 eV this is far below the hopping rate of the close pair. That comparison depends strongly on λ, which for a pair is the sum of the relaxation energies of both traps. If the optical trap depth is about twice the thermal one, as is often quoted for silicon nitride, λ lies near 3 eV; equation (1) then gives 4.6×10² s⁻¹ for λ = 2.8 eV and 48 s⁻¹ for λ = 3.2 eV, comparable to the emission rate. The emission rate is far above the hopping rate of a pair 4.6 nm apart if the barrier between the traps has constant height. Coulomb fields that lower this barrier would raise the hopping rate of the distant pair, by an amount that the present estimate does not determine. Tunnelling from the trap level through the triangular barrier has the exponent 4κE_t/(3eF) = 88.7 and is negligible at this field.

An emission time of a few milliseconds is also much shorter than a bake of hours. A lower field alone does not remove the discrepancy: with the same trap depth and attempt frequency, the emission time at zero field is still only about 30 s. A cell that keeps its charge through such a bake must therefore have deeper traps, a much smaller attempt frequency or efficient recapture. With the chosen λ and V the example describes fast local rearrangement of charge between close traps, and its rate should not be read as the loss rate of a memory cell.

The numerical output below lists the parameters and results of the program.

Values computed for the example and the checks

```
bake temperature = 523 K; comparison = 300 K
trap separation = 2.0 nm
field = 1.0 MV/cm
reorganization energy = 1.20 eV
phonon energy = 0.050 eV
coupling V = 0.20 meV
energy difference dE = -0.200 eV
kT at bake = 0.04507 eV; at 300 K = 0.02585 eV
angular frequency = 7.5963e+13 rad/s
crossing coordinate = 0.4167 (units of displacement)
barrier = 0.2083 eV
Boltzmann factor at bake = 9.8274e-03
one-way thermal flux = 1.1881e+11 1/s
two-way thermal flux = 2.3763e+11 1/s
hop probability a at thermal speed = 1.5284e-05
mean hop probability per passage = 1.9155e-05
rate prefactor at bake = 4.6317e+08 1/s
rate at bake, formula = 4.5518e+06 1/s
rate at bake, counted orbits = 4.5519e+06 1/s
one-way flux would give = 2.2759e+06 1/s
mean waiting time at bake = 0.2197 microseconds
rate at 300 K, formula = 1.9346e+05 1/s
Arrhenius slope from orbits = 0.1857 eV
barrier minus kT/2 = 0.1858 eV
LZ test, V=0.02: numeric = 0.002510, weak = 0.002513
LZ test, V=0.3: numeric = 0.43192, full = 0.43192, weak = 0.56549
quantum/classical - 1, phonon 0.010 eV, bake = 0.00753
quantum/classical - 1, phonon 0.005 eV, bake = 0.00188
quantum/classical, phonon 0.050 eV, bake = 1.1998
quantum/classical, phonon 0.050 eV, 300 K = 2.3351
phase between passages, kT above crossing = 1.190 rad
relative loss from slow passages = 1.387e-04
hop frequency of an active orbit = 3.696e+08 1/s
backward/forward rate = 0.01182
final curvature 10% softer: rate ratio = 1.5755
site-energy spread (std. dev.) = 0.10 eV
mean rate with spread / rate = 1.4148
trap depth = 1.50 eV; mass = 0.50 m_e
tunnelling estimate of V = 0.210 meV
optical permittivity = 4.0 (relative)
emission attempt frequency = 1.0e+13 1/s
Poole-Frenkel barrier lowering = 0.379 eV
emission to band at bake = 1.593e+02 1/s
tunnelling exponent, trap to band = 88.7 (no unit)
```
